Logarithmic growth of immersion gold on exponentially closing pores

**The result**

Immersion gold grows by displacement: a less noble metal M dissolves and its electrons reduce gold ions. The dissolving metal must be exposed, so the deposit throttles its own growth as it closes the remaining pores. Let h be the mean gold thickness, meaning deposited volume per projected area, and let θ be the fraction of projected area where M is still open to the solution. If the open fraction decays as

θ = exp(−h/λ),

and the deposition current varies as θ^s with a constant s > 0, the thickness is

h(t) = L ln(1 + t/τ),  L = λ/s,  τ = L/v₀.   (1)

Here v₀ is the growth rate at t = 0, when the surface is bare. The slope of the logarithm equals the closure length λ if s = 1, which is the case of constant current density inside the pores. When dissolution responds to potential, s is smaller than 1 and the slope is larger than λ.

Two derivations follow. The first solves the charge balance and integrates a rate equation. The second compares a partly covered surface with a fresh one and uses no rate equation.

**Model and conventions**

The exponential decay is equivalent to a statement about increments. If each added thickness dh closes the same fraction dh/λ of whatever area is still open, then

dθ/dh = −θ/λ,  θ(0) = 1,

whose solution is θ = exp(−h/λ). This is the premise about the film's structure.

The potential E enters through u = FE/RT, measured from a fixed reference. Current densities are positive magnitudes. Raising u slows down reduction and, if a > 0, speeds up dissolution:

dissolution current per open area: k_a exp(au),  a ≥ 0,
reduction current per projected area: k_c exp(−bu),  b > 0.

Constant pore current is the case a = 0. Gold reduction is taken to be equally fast over the whole projected area. Back reactions, side reactions and ohmic drops are neglected, and the solution is assumed to supply gold ions fast enough. One electron deposits one gold atom, and each atom of M releases z electrons. The molar volumes of gold and M are Ω and Ω_M.

**First derivation: charge balance and integration**

No net charge accumulates, so the total dissolution current equals the total reduction current. Per projected area, both equal J:

θ k_a exp(au) = k_c exp(−bu) = J.   (2)

The factor θ stands on the left because M dissolves only where it is open. Collecting the exponentials gives

exp[(a + b)u] = k_c/(k_a θ).

To find J, raise this to the power −b/(a + b) and multiply by k_c:

J = k_c exp(−bu) = k_c (k_a θ/k_c)^(b/(a+b)).

With s = b/(a + b), this becomes

J = (k_a θ)^s k_c^(1−s) = J₀ θ^s,  J₀ = k_a^s k_c^(1−s).   (3)

The exponent s is below 1 when a > 0 because the potential adjusts. As pores close, u rises and each remaining piece of open metal dissolves faster, which offsets part of the lost area. If a = 0 there is no such response and J is proportional to the open area.

A charge per area J dt deposits J dt/F moles of gold, and hence a thickness ΩJ dt/F. Therefore

dh/dt = ΩJ/F = v₀ exp(−sh/λ),  v₀ = ΩJ₀/F.

Separate the variables and integrate from h = 0 at t = 0:

∫₀^h exp(sx/λ) dx = v₀t,
(λ/s)[exp(sh/λ) − 1] = v₀t.

Dividing by L = λ/s gives exp(h/L) = 1 + v₀t/L = 1 + t/τ, and the logarithm of both sides is equation (1).

For t ≪ τ, ln(1 + t/τ) ≈ t/τ and h ≈ v₀t: closure has not yet mattered. For t ≫ τ, h ≈ L ln(t/τ), and each tenfold increase in time adds L ln 10. At any time the growth rate is

dh/dt = (L/τ)/(1 + t/τ) = v₀/(1 + t/τ).

A plot against ln t therefore has the local slope

dh/d ln t = t dh/dt = L t/(t + τ),

which lies below L. A plot against ln(t + τ) has slope L throughout.

*Potential.* Equation (2) gives J ∝ exp(−bu), and the growth rate just found gives J = J₀/(1 + t/τ). With u₀ the initial value of u,

exp[−b(u − u₀)] = 1/(1 + t/τ),
u − u₀ = (1/b) ln(1 + t/τ).   (4)

Replacing the logarithm by h/L, and using bL = bλ/s = λ(a + b), gives

u − u₀ = h/[λ(a + b)].   (5)

The potential rises linearly with thickness.

*Loss of substrate.* A charge that deposits a gold volume Ω/F removes a metal volume Ω_M/(zF). The mean loss is therefore Ω_M h/(zΩ). The loss under an open pore is larger, because the same current is drawn from the fraction θ of the area. Suppose that dissolution is vertical and spread evenly over the open floor. At a spot that has stayed open since t = 0, the depth D obeys

dD/dt = [Ω_M/(zF)] J/θ.

Dividing by dh/dt = ΩJ/F cancels the current:

dD/dh = [Ω_M/(zΩ)] exp(h/λ),
D = [Ω_M λ/(zΩ)] [exp(h/λ) − 1].   (6)

The constants k_a, k_c, a and b have dropped out. At a given thickness, D depends on the closure length λ itself and not on L.

**A worked case**

Take round model parameters: λ = 20 nm, a = 1, b = 0.5, k_a = 10 A/m², k_c = 2 A/m², T = 350 K and z = 2, with molar volumes of 10 cm³/mol for the deposit and 7 cm³/mol for the substrate. Then

s = 0.5/1.5 = 1/3,
J₀ = 10^(1/3) × 2^(2/3) = 3.42 A/m²,
v₀ = ΩJ₀/F = 0.3545 nm/s,
L = 20/(1/3) = 60 nm,
τ = 60/0.3545 = 169 s.

After 300 s,

1 + t/τ = 1 + 300/169.27 = 2.772,
h = 60 ln 2.772 = 61.2 nm (612 Å),
θ = exp(−61.18/20) = 0.047.

Less than 5% of the area is still open, yet the growth rate has fallen only to 0.3545/2.772 = 0.128 nm/s, or 36% of its initial value. The difference is the cube root in J ∝ θ^(1/3). The accompanying potential rise, with RT/F = 30.16 mV, is

(30.16 mV/0.5) ln 2.772 = 61.5 mV.

The mean substrate loss is 7/(2 × 10) × 61.18 = 21.4 nm. Under a pore that stayed open, equation (6) gives

D = 0.35 × 20 × [exp(61.18/20) − 1] = 142 nm,

more than six times the mean loss. In this model, a moderate average loss can hide deep local attack.

The local slope against ln t at 300 s is 60 × 300/(300 + 169) = 38 nm. Reading L from such a plot at this time would give a value 36% below the true 60 nm.

The numerical output below also lists thicknesses obtained by solving the charge balance numerically at each instant and integrating in time. They agree with equation (1) to the digits shown.

**Second derivation: restarting the clock**

Let T(h) be the time a bare surface needs to reach thickness h. Now consider a surface that already carries a thickness y. Its open fraction is c = exp(−y/λ). After a further thickness x, the open fraction is

exp[−(y + x)/λ] = c exp(−x/λ).

This is c times the open fraction of a fresh surface that has received x. The partly covered surface thus repeats the history of a fresh one with every open area reduced by the same factor c.

The effect on the current follows without solving for the current. Suppose that u satisfies the balance (2) for an open fraction θ. For the fraction cθ, try the shifted potential u + δ:

cθ k_a exp(au) exp(aδ) = k_c exp(−bu) exp(−bδ).

The original balance cancels from both sides and leaves c exp(aδ) = exp(−bδ), so δ = −ln c/(a + b). This is positive because c < 1. The reduction current is multiplied by

exp(−bδ) = c^(b/(a+b)) = c^s.

The factor is the same at every x. Each further layer therefore takes longer than the corresponding layer on a fresh surface by the factor

g(y) = c^(−s) = exp(sy/λ).

The time to reach y + x is the time to reach y plus the stretched time for the rest:

T(y + x) = T(y) + g(y)T(x).   (7)

The total thickness does not depend on which part is named first, so exchanging x and y must give the same time:

T(y) + g(y)T(x) = T(x) + g(x)T(y).

Rearranging,

T(x)[g(y) − 1] = T(y)[g(x) − 1].

Divide by both brackets, which are positive for x, y > 0:

T(x)/[g(x) − 1] = T(y)/[g(y) − 1].

The left side depends on x alone and the right side on y alone, so both equal a constant C:

T(h) = C[exp(sh/λ) − 1].

A very thin first layer fixes C. It takes the time T ≈ h/v₀, while the bracket is approximately sh/λ. Hence C = λ/(sv₀) = L/v₀ = τ, and

t = τ[exp(h/L) − 1],

which is equation (1) solved for the time.

The relation (7) says more than this. Suppose that it holds with some unknown continuous stretching factor g > 1 for positive thickness. The exchange argument still gives T = C(g − 1). Inserting this into (7) gives

C[g(y + x) − 1] = C[g(y) − 1] + g(y)C[g(x) − 1],

and after cancellation

g(y + x) = g(y)g(x).

The continuous solutions that exceed 1 are g(h) = exp(h/L) with L > 0. Conversely, T = τ[exp(h/L) − 1] satisfies (7) with this g. Logarithmic growth from a bare surface is therefore equivalent to the restart property: an already coated surface grows like a fresh one on a uniformly slowed clock. If g = 1 instead, (7) makes times add, and growth at a steady rate is linear.

**What each derivation assumes**

The first derivation uses specific kinetics at every instant. In return it supplies s = b/(a + b), the initial rate, the potential and, through Faraday's law, the substrate loss. The second needs two scaling properties: equal increments close equal fractions of the open area, and reducing the open area by a factor c multiplies the current by c^s. The exponential rate laws are one way to obtain the second property. Any other mechanism with J ∝ θ^s gives the same thickness law, although the potential may then behave differently.

This generality has a cost: a logarithmic thickness curve reveals L and τ, but not λ and s separately. Adding the potential does not remove the ambiguity within the present kinetics. Equation (4) yields b, and equation (5) yields the product λ(a + b). The quantity bL is this same product, so the two curves supply no further equation for a.

A second model makes the point concrete. Keep b, k_c and u₀, but set a′ = 0, k_a′ = J₀ and

λ′ = λ(a + b)/b = 20 × 1.5/0.5 = 60 nm.

This model has s′ = 1 and L′ = 60 nm. Its initial current is J₀, so h(t) and u(t) coincide with those of the worked case. The pore depths do not. With constant pore current density J₀, the depth after 300 s is

D′ = [Ω_M/(zΩ)] v₀t = 0.35 × 0.3545 × 300 = 37 nm,

compared with 142 nm before. These two curves alone therefore cannot give λ or the pore depth. An independent value of a or a direct measurement of the open area would settle the matter. So would a second bath in which only k_c is changed, by a known factor: by equation (3) the initial rate varies as k_c^(1−s), which gives s and then λ = sL.

The difference between λ and L also matters for prediction. If λ is kept at 20 nm and the pore current density is constant at J₀, then τ = 20/0.3545 = 56.4 s, and after 300 s

h = 20 ln(1 + 300/56.4) = 36.9 nm.

The worked case reached 61.2 nm with the same closure length and initial rate. Its additional growth comes from the faster dissolution in the remaining pores.

**Where the scaling breaks**

*A different closure law.* Let θ = 1/(1 + h/λ) with constant pore current. Then dh/dt = v₀/(1 + h/λ), and integration gives

h + h²/(2λ) = v₀t,
h = λ[√(1 + 2v₀t/λ) − 1].

The positive root is chosen because h ≥ 0. Growth now tends to √t. An increment closes the fraction dh/(λ + h) of the open area, which depends on the thickness already present, so the restart property fails. For λ = 20 nm and the same v₀, this law gives 48.2 nm after 300 s, against 36.9 nm for exponential closure. Self-blocking alone does not imply a logarithm.

*A limited gold supply.* Suppose that transport caps the reduction current at J_L, so that

1/J = 1/J_L + exp(bu)/k_c.

Multiply by J. For a > 0, the dissolution law gives exp(u) = [J/(k_a θ)]^(1/a). Writing J_T = J₀θ^s for the current without the cap, one obtains

J/J_L + (J/J_T)^((a+b)/a) = 1.

The fixed scale J_L spoils the scaling with c. While J_T ≫ J_L, J ≈ J_L and growth is nearly linear. When closure has made J_T ≪ J_L, J ≈ J_T and the logarithmic slope returns with the same L. The two currents are equal at h = L ln(J₀/J_L).

For J_L = J₀/10 in the worked case, that thickness is 60 ln 10 = 138 nm. Reaching 20 nm takes 587 s, close to the 564 s of linear growth at J_L and far from the 67 s needed without a cap. At a formal thickness of 1000 nm, t dh/dt is 60.0 nm, equal to L at this precision. That thickness serves to check the limit. The open fraction there would be exp(−50), which has no practical meaning as a pore area. The approach to L is slow and comes from above: t dh/dt is 97 nm at h = 138 nm, 72 nm at 300 nm and 61 nm at 500 nm, so with so low a cap the slope L is not reached while an appreciable area is still open. A cap can also matter for the worked case itself. The estimate J_L = F × (diffusion coefficient) × (gold concentration)/(diffusion-layer thickness), with 2 × 10⁻⁹ m²/s and 5 mM, gives 9.6 A/m² for a 100 µm layer and 1.9 A/m² for a 500 µm layer; the thickness after 300 s then falls from 61.2 nm to 56 nm and 38 nm.

*Reduction on gold alone.* If reduction does not occur on the open metal, k_c must be replaced by k_c(1 − θ), and equation (3) acquires the factor (1 − θ)^(1−s). For s < 1 this vanishes on a bare surface, so a surface without any gold can stay bare, and the equation does not say when growth starts. Within these rate laws the smallest trace of gold is enough to start it: at small h the rate varies as h^(1−s), and the time to reach a given thickness stays finite however small the trace. This relies on the potential falling without limit as θ → 1, since now u − u₀ = ln[(1 − θ)/θ]/(a + b); with the worked parameters it lies about 200 mV below u₀ at h = 10⁻³ nm. Once the neglected back reaction of M sets a floor on u, the rate at small h becomes proportional to h, and the waiting time grows as the logarithm of the inverse trace. The factor tends to 1 as the pores close, and the late slope remains L.

*Very late times.* If a fraction ε of the area can never close, the current tends to J₀ε^s and growth becomes linear again. In the opposite direction, the rising potential of equation (4) eventually makes the back reaction of gold important. The net reduction current then falls below k_c exp(−bu), so the potential settles lower than equation (4) predicts. For a > 0 this slows dissolution, and growth becomes slower than equation (1) predicts. For a = 0 the open area alone still fixes the current, and the thickness law is unchanged. For a > 0 the potential finally levels off at the gold equilibrium value, the current becomes proportional to θ, and growth stays logarithmic with the smaller slope λ in place of L. Neither effect bounds the thickness, but for a > 0 both replace the late behaviour of equation (1). That equation holds within the range of its premises and is not a forecast for arbitrarily long immersion.

Computed results

```
temperature: 350 K
closure length lambda: 20.0 nm
Tafel coefficients a, b: 1.00, 0.50
k_a, k_c: 10.0, 2.0 A/m^2
molar volume, gold: 10.0 cm^3/mol
molar volume, substrate: 7.0 cm^3/mol
electrons per substrate atom z: 2
exponent s: 0.3333
initial current density J0: 3.4200 A/m^2
initial growth rate v0: 0.3545 nm/s
apparent length L: 60.00 nm
time constant tau: 169.27 s
late slope per decade: 138.16 nm
RT/F: 30.161 mV
initial potential from reference: -32.36 mV
--- at time 30 s ---
thickness, formula: 9.7897 nm
thickness, integrated: 9.7897 nm
open area fraction: 0.61294
growth rate: 0.3011 nm/s
potential rise: 9.84 mV
mean substrate loss: 3.43 nm
depth under open pore: 4.42 nm
--- at time 100 s ---
thickness, formula: 27.8525 nm
thickness, integrated: 27.8525 nm
open area fraction: 0.24842
growth rate: 0.2228 nm/s
potential rise: 28.00 mV
mean substrate loss: 9.75 nm
depth under open pore: 21.18 nm
--- at time 300 s ---
thickness, formula: 61.1799 nm
thickness, integrated: 61.1799 nm
open area fraction: 0.04693
growth rate: 0.1279 nm/s
potential rise: 61.51 mV
mean substrate loss: 21.41 nm
depth under open pore: 142.14 nm
--- comparisons at 300 s ---
constant pore current, tau: 56.42 s
constant pore current, thickness: 36.86 nm
constant pore current, depth: 37.22 nm
twin model, closure length: 60.0 nm
twin model, thickness: 61.1799 nm
twin model, pore depth: 37.22 nm
reciprocal closure, thickness: 48.22 nm
--- gold supply ceiling ---
ceiling J_L: 0.3420 A/m^2
time to 20 nm, with ceiling: 586.9 s
time to 20 nm, linear at J_L: 564.2 s
time to 20 nm, no ceiling: 67.0 s
t dh/dt at 1000 nm (formal limit): 60.000 nm
```
